# Response Kernel of Mutually Polarizable Sites and Elimination of Fast Oscillators

## The decision

A calculation of excitation energies with polarizable sites around a chromophore must settle what the induced dipoles do during the excitation. They can stay frozen at their ground-state values, follow the oscillating density instantaneously through their static polarizabilities, or be kept as oscillators with their own frequencies. The first choice adds nothing to the response matrix, the second adds a static kernel, and the third enlarges the Casida matrix. The second follows from the third when the sites are fast, and the error of that step can be estimated from the static calculation together with the site frequencies.

Atomic units are used in the algebra. The chromophore is a closed-shell system with real orbitals, treated with an adiabatic functional whose exchange-correlation potential is local. The sites lie outside its density, so no short-range damping is applied, and retardation is neglected. The coupling is mean-field: sites feel the expectation value of the electronic field, so the ground-state energy contains no dispersion between chromophore and sites.

## Energy of the sites

Site \(i\) at \(\mathbf R_i\) has polarizability \(\alpha_i\) and dipole \(\boldsymbol\mu_i\). Collect all dipole components in one vector \(\mu\), and the fields at the sites due to everything except the induced dipoles in a vector \(E\). The field at site \(i\) produced by dipole \(j\) is \(T_{ij}\boldsymbol\mu_j\), with

\[
T_{ij}=\frac{3\,\hat{\mathbf d}\hat{\mathbf d}^{T}-1}{d^3},\qquad \mathbf d=\mathbf R_i-\mathbf R_j,\qquad T_{ii}=0 .
\]

Creating the dipoles costs \(\tfrac12\mu^T\alpha^{-1}\mu\). Their mutual energy is \(-\tfrac12\mu^TT\mu\), where the half counts each pair once, and their energy in the external field is \(-\mu^TE\). Hence

\[
U(\mu)=\tfrac12\mu^TA\mu-\mu^TE,\qquad A=\alpha^{-1}-T .
\]

Setting the gradient to zero gives \(A\mu=E\), which is the familiar condition \(\mu=\alpha(E+T\mu)\). The stationary point is a minimum if \(A\) is positive definite. For two equal sites at distance \(r\), the smallest eigenvalue of \(A\) is \(1/\alpha-2/r^3\), so the condition is \(r^3>2\alpha\). Closer point dipoles polarize each other without limit, and the model fails.

Inserting \(\mu=A^{-1}E\) gives

\[
U_{\min}=\tfrac12E^TA^{-1}E-E^TA^{-1}E=-\tfrac12E^TA^{-1}E .
\]

## Potential and kernel

An electron has charge \(-1\), so the field it produces at site \(i\) points from the site towards the electron:

\[
\mathbf e_i(\mathbf r)=\frac{\mathbf r-\mathbf R_i}{|\mathbf r-\mathbf R_i|^3}.
\]

With \(e(\mathbf r)\) the vector of these fields at all sites, the total field is

\[
E[n]=E_0+\int e(\mathbf r)\,n(\mathbf r)\,d\mathbf r ,
\]

where \(E_0\) comes from the nuclei and any fixed charges. Since \(\delta E/\delta n(\mathbf r)=e(\mathbf r)\) and \(A^{-1}\) is symmetric,

\[
v_{\rm pol}(\mathbf r)=\frac{\delta U_{\min}}{\delta n(\mathbf r)}
=-e(\mathbf r)^TA^{-1}E=-e(\mathbf r)^T\mu .
\]

The sign can be checked directly. Dipole \(i\) produces the electrostatic potential \(\boldsymbol\mu_i\cdot(\mathbf r-\mathbf R_i)/|\mathbf r-\mathbf R_i|^3=\boldsymbol\mu_i\cdot\mathbf e_i(\mathbf r)\), and the electron's charge supplies the minus sign. The factor \(\tfrac12\) of the energy is absent from the potential because both factors \(E\) were differentiated.

A second derivative gives the kernel:

\[
f_{\rm env}(\mathbf r,\mathbf r')=\frac{\delta v_{\rm pol}(\mathbf r)}{\delta n(\mathbf r')}
=-e(\mathbf r)^TA^{-1}e(\mathbf r') .
\]

Count induction energies from the value without electrons. The kernel is then the induction energy of two electrons at \(\mathbf r\) and \(\mathbf r'\) minus the energies found with each electron alone. The field \(E_0\) has dropped out, so fixed charges affect the excitation through the orbitals but not through the form of the kernel. Mutual induction enters through the inverse of the whole matrix \(A\); replacing \(A^{-1}\) by \(\alpha\) discards it.

The ground-state orbitals must be converged with \(v_{\rm pol}\) from the same sites. Otherwise the potential and the kernel are not derivatives of one energy.

## Equation of motion of the chromophore

Let \(a\) label a transition from an occupied orbital \(\phi_i\) to an empty orbital \(\phi_{a'}\), with gap \(\omega_a\) and product \(\rho_a=\phi_i\phi_{a'}\). Under a small real potential change \(\delta v\), write the occupied orbital as \(e^{-i\varepsilon_it}\left(\phi_i+\sum c_a\phi_{a'}\right)\). Mixing among occupied orbitals is omitted because its coefficients are anti-Hermitian and cancel from the density. To first order,

\[
i\dot c_a=\omega_ac_a+v_a,\qquad v_a=\int\rho_a\,\delta v\,d\mathbf r .
\]

The real and imaginary parts of this equation are

\[
\frac{d}{dt}\,\mathrm{Re}\,c_a=\omega_a\,\mathrm{Im}\,c_a,\qquad
\frac{d}{dt}\,\mathrm{Im}\,c_a=-\omega_a\,\mathrm{Re}\,c_a-v_a .
\]

Define \(x_a=2\,\mathrm{Re}\,c_a\). Differentiating the first equation and inserting the second gives

\[
\ddot x_a=-\omega_a^2x_a-2\omega_av_a .
\]

Each spin contributes \(2\rho_a\mathrm{Re}\,c_a=\rho_ax_a\) to the density change, and a singlet excitation has equal contributions from both spins:

\[
\delta n=2\sum_a\rho_ax_a .
\]

In a triplet excitation the two spin contributions cancel, \(\delta n=0\), and the sites do not respond.

The potential change contains the Hartree-exchange-correlation response and the potential of the dipole changes \(\delta\mu\). With

\[
K_{ab}=\iint\rho_a f_{\rm Hxc}\,\rho_b\,d\mathbf r\,d\mathbf r',\qquad
g_a=\int\rho_a(\mathbf r)\,e(\mathbf r)\,d\mathbf r ,
\]

one has \(v_a=2\sum_bK_{ab}x_b-g_a^T\delta\mu\). For oscillation at frequency \(\omega\), \(\ddot x_a=-\omega^2x_a\), so

\[
\omega_a^2x_a+4\omega_a\sum_bK_{ab}x_b-2\omega_a\,g_a^T\delta\mu=\omega^2x_a .
\]

This is made symmetric by \(x_a=\sqrt{\omega_a}\,F_a\) and division by \(\sqrt{\omega_a}\). Let \(D\) be the diagonal matrix of gaps and \(g\) the matrix with rows \(g_a^T\). Then

\[
CF-2D^{1/2}g\,\delta\mu=\omega^2F,\qquad
C=D^2+4D^{1/2}KD^{1/2}.
\tag{1}
\]

## Sites that follow instantaneously

The density change produces the field \(\int e\,\delta n\,d\mathbf r=2g^Tx=2g^TD^{1/2}F\) at the sites. If they follow without delay,

\[
\delta\mu=2A^{-1}g^TD^{1/2}F .
\tag{2}
\]

Inserting this in (1) gives the static problem

\[
C_{\rm s}F=\omega^2F,\qquad
C_{\rm s}=C+4D^{1/2}K_{\rm env}D^{1/2},\qquad
K_{\rm env}=-gA^{-1}g^T .
\tag{3}
\]

The matrix \(K_{\rm env}\) is \(f_{\rm env}\) integrated with \(\rho_a\) and \(\rho_b\), so the kernel enters in the same place and with the same factor 4 as \(f_{\rm Hxc}\).

If the code works with the coupled equations for \(c_a\) and \(c_a^*\), the site part of \(v_a\) is \(2\sum_bK_{{\rm env},ab}(c_b+c_b^*)\). The addition is therefore \(2K_{\rm env}\) in both the resonant block and the coupling block. An iterative solver need not form \(K_{\rm env}\): for each trial vector it computes the field of \(\delta n\), solves \(A\,\delta\mu=\) field, and adds \(-e^T\delta\mu\) to the response potential.

Because \(A^{-1}\) is positive definite, \(K_{\rm env}\) has no positive eigenvalue. Subtracting a positive semidefinite matrix from a symmetric matrix cannot raise any of its ordered eigenvalues. At fixed orbitals, then, no excitation energy in the ordered list rises. A comparison with vacuum also contains the change of the orbitals, to which this argument does not apply.

The vector \(g_a\) is the field of a transition density. If that density is very small, as for a charge transfer between orbitals that hardly overlap, \(K_{\rm env}\) is small too, even when the excited state has a very different dipole moment. The energy gained when sites adjust to the new static density is not contained in (3).

## Sites with inertia

Now give site \(i\) a bare frequency \(\nu_i\) at fixed static polarizability. An isolated site obeys \(M_i\ddot\mu_i+\mu_i/\alpha_i=E_i\), and it oscillates at \(\nu_i\) if

\[
M_i=\frac1{\alpha_i\nu_i^2}.
\]

With mutual coupling the equation is \(M\ddot\mu+A\mu=E[n]\). At rest it reduces to \(A\mu=E\), so the ground state does not depend on \(M\). Its linear form at frequency \(\omega\) is

\[
(A-\omega^2M)\,\delta\mu=2g^TD^{1/2}F .
\tag{4}
\]

Set \(\delta\mu=M^{-1/2}q\) and multiply (4) from the left by \(M^{-1/2}\):

\[
Wq-2M^{-1/2}g^TD^{1/2}F=\omega^2q,\qquad W=M^{-1/2}AM^{-1/2}.
\]

The same substitution in (1) turns the site term into \(Gq\), with

\[
G=-2D^{1/2}gM^{-1/2}.
\]

The two equations form one symmetric eigenvalue problem, the enlarged Casida matrix:

\[
\begin{pmatrix}C&G\\G^T&W\end{pmatrix}
\begin{pmatrix}F\\q\end{pmatrix}
=\omega^2\begin{pmatrix}F\\q\end{pmatrix}.
\tag{5}
\]

The eigenvalues of \(W\) are the squares \(\Omega_k^2\) of the dressed site frequencies, which include the coupling among the sites.

## Eliminating the sites

If \(\omega^2\) is not an eigenvalue of \(W\), the second row of (5) gives \(q=-(W-\omega^2)^{-1}G^TF\). The first row becomes

\[
\left[C-G(W-\omega^2)^{-1}G^T\right]F=\omega^2F .
\tag{6}
\]

To recognize the kernel, use \(W-\omega^2=M^{-1/2}(A-\omega^2M)M^{-1/2}\), whose inverse is \(M^{1/2}(A-\omega^2M)^{-1}M^{1/2}\). The outer factors cancel those in \(G\), and the two minus signs of \(G\) and \(G^T\) multiply to plus:

\[
G(W-\omega^2)^{-1}G^T=4D^{1/2}g\,(A-\omega^2M)^{-1}g^TD^{1/2}.
\]

Elimination is therefore equivalent to the frequency-dependent kernel

\[
f_{\rm env}(\mathbf r,\mathbf r';\omega)=-e(\mathbf r)^T(A-\omega^2M)^{-1}e(\mathbf r').
\tag{7}
\]

No approximation has been made between (5) and (7). The static kernel is the value at \(\omega=0\). For a given excitation it is reached in the limit \(\Omega_k\to\infty\) at fixed \(\alpha\), where \(\omega^2M\to0\). Equality between the static kernel and the eliminated enlarged matrix thus needs this limit, except for roots whose transition density produces no field at the sites. Static elimination also removes the site roots from the spectrum: (3) has as many roots as there are transitions, while (5) has one more for each dipole component.

In terms of the modes of \(W\), each contributes to (6) a term proportional to \(-1/(\Omega_k^2-\omega^2)\). For \(\omega<\Omega_k\) the response is stronger than the static one. For \(\omega>\Omega_k\) the sign is reversed, and the static kernel has the wrong sign for that mode. This also concerns the high roots of a calculation whose low roots are well described.

## Error of the static kernel

For fast sites, expand \((W-\omega^2)^{-1}=W^{-1}+\omega^2W^{-2}+\dots\). Let \(F\) be a normalized, nondegenerate eigenvector of \(C_{\rm s}\) with root \(\omega_{\rm s}\). First-order perturbation theory applied to (6) gives

\[
\omega^2\simeq\omega_{\rm s}^2-\omega^2N,\qquad N=|W^{-1}G^TF|^2,
\]

and therefore

\[
\omega\simeq\frac{\omega_{\rm s}}{\sqrt{1+N}}\simeq\omega_{\rm s}\left(1-\tfrac12N\right).
\tag{8}
\]

Since \(W^{-1}G^TF=-2M^{1/2}A^{-1}g^TD^{1/2}F\), comparison with (2) shows that

\[
N=\delta\mu^TM\,\delta\mu ,
\]

with \(\delta\mu\) the dipoles that follow the static eigenvector. These dipoles are available after a static calculation, so the only further input is the set of site frequencies \(\nu_i\) that fix \(M\). To the same order \(|q|^2=N\), so the sites carry the fraction \(N/(1+N)\) of the squared norm of the enlarged eigenvector.

For the lowest root the sign of the error does not depend on the expansion. Take the trial vector \((F,\,-W^{-1}G^TF)\) in (5). Its expectation value, before normalization, is

\[
F^TCF-2F^TGW^{-1}G^TF+F^TGW^{-1}G^TF=F^TC_{\rm s}F=\omega_{\rm s}^2 ,
\]

and its squared norm is \(1+N\). The lowest eigenvalue of (5) is thus at most \(\omega_{\rm s}^2/(1+N)\), provided \(W\) is positive definite and \(\omega_{\rm s}^2>0\). This fixes the sign of the error when the lowest root of (5) is the chromophore's excitation. If a site mode lies well below the excitation, the lowest root belongs mainly to the sites, and the bound says nothing about the excitation itself. Near resonance the roots are mixtures, and the lowest one cannot be assigned to the chromophore or the sites alone.

A rougher rule needs only frequencies. Let \(b_k\) be the components of \(G^TF\) along the modes of \(W\). The static kernel lowers the expectation value of \(\omega^2\) by \(S=\sum_kb_k^2/\Omega_k^2\), while \(N=\sum_kb_k^2/\Omega_k^4\). Hence \(N\) lies between \(S/\Omega_{\max}^2\) and \(S/\Omega_{\min}^2\). For a small shift, the shift is about \(S/(2\omega)\) and the error about \(\omega N/2\), so

\[
\frac{\text{error}}{\text{shift by the kernel}}\approx\frac{\omega^2}{\Omega^2},
\tag{9}
\]

with \(\Omega\) a typical dressed frequency of the modes that respond.

## Worked example

The model has round parameters and represents no particular material. Two electrons move on a line 10 Å long with hard walls at its ends (the walls are part of the model: on a 20 Å line the vacuum excitation falls from 3.113 to 3.045 eV and the kernel shift changes from \(-0.108\) to \(-0.105\) eV), with unit-charge cores at \(\pm1.5\) Å. Interactions along the line are softened over 1 Å. For two electrons in one orbital, exact exchange cancels half of the Hartree potential, so \(f_{\rm Hxc}\) is half the softened repulsion; correlation is omitted. At this core separation the omission is severe. The restricted state is unstable against spin polarization (its triplet response has \(\omega^2<0\)), it has weight 0.74 in the exact two-electron ground state in vacuum, and the exact lowest singlet excitation lies at 4.28 eV, with a first-order kernel shift about half as large as the one found below. The numbers illustrate the algebra within the restricted singlet response, not the true spectrum of the model. Four sites, each with polarizability volume 2 Å\(^3\), lie about 3 Å from the line. Sites 1 and 2 are at \((\mp1.5,3,0)\) Å, site 3 at \((0,-3,1)\) Å and site 4 at \((3,-3,1)\) Å.

**Kernel element.** For the first orbital transition, the fields \(g\) in V/Å and the dipoles \(A^{-1}g\) in e Å multiply directly to eV. Site 1 contributes

\[
0.27132\times0.04341+0.41240\times0.06159=0.0372\ \text{eV}.
\]

Sites 2, 3 and 4 contribute 0.0369, 0.0244 and 0.0188 eV in the same way. The unrounded contributions add to 0.1172 eV, so \(K_{\rm env}=-0.1172\) eV.

**One-transition estimate.** The orbital gap is 1.4609 eV and the chromophore's own kernel element is 1.3483 eV. Keeping this transition alone in (3) gives

\[
\omega=\sqrt{1.4609^2+4(1.4609)(1.3483-0.1172)}=3.054\ \text{eV},
\]

compared with 3.164 eV without the site kernel. The full matrix gives:

- vacuum: 3.113 eV
- polarized orbitals, dipoles frozen: 3.117 eV
- static kernel, sites responding independently: 3.0145 eV
- static kernel, mutually induced dipoles: 3.009 eV (0.1106 hartree)

The kernel shifts the excitation by \(-0.108\) eV, while polarizing the orbitals changes it by \(+0.004\) eV. The ratio of these two numbers applies to this model only and should not be carried over to other systems. The largest ground-state site dipole component here is 0.015 e Å.

**Mutual induction.** It makes \(K_{\rm env}\) about 5% larger in magnitude, from \(-0.1114\) to \(-0.1172\) eV. To first order in \(T\), \(A^{-1}\simeq\alpha+\alpha T\alpha\), so a pair of sites changes the sum \(\alpha\sum g^2\) by \(2\alpha^2g_i^TT_{ij}g_j\). Sites 1 and 2 are 3 Å apart along \(x\), where \(T_{xx}=2/r^3\) and \(T_{yy}=-1/r^3\). Their \(x\) fields are parallel and their \(y\) fields antiparallel, so both terms are positive. Relative to \(\alpha\sum g^2\), with \(\sum g^2=0.802\) (V/Å)\(^2\), this pair contributes

\[
\frac{2}{27}\times\frac{2\,(2\times0.27132\times0.27112+0.41240\times0.41253)}{0.802}=0.059 .
\]

The other five pairs contribute \(-0.018\) together and the higher orders in \(T\) contribute \(+0.011\), which gives the total of 0.052.

**Finite site frequency.** The next list gives the bare site frequency, the error of the static kernel (static minus enlarged-matrix root), and the estimate \(\omega_{\rm s}N/2\):

- 6 eV: 0.039 eV, estimate 0.029 eV
- 10 eV: 0.0117 eV, estimate 0.0106 eV
- 20 eV: 0.00271 eV, estimate 0.00265 eV
- 80 eV: 0.0002 eV, estimate 0.0002 eV

Relative to the 0.108 eV kernel shift, the error is 36% at 6 eV, 11% at 10 eV and 2.5% at 20 eV. Rule (9) with the bare frequency gives \((3.009/20)^2=2.3\%\) in the last case. At 6 eV the leading-order estimate itself is a quarter too small, and the site oscillators, or equivalently kernel (7), should be kept. The estimate \(N/(1+N)\) of the site fraction fails faster: it gives 0.019 at 6 eV against an actual 0.035, and 0.00176 at 20 eV against 0.00185.

The dressed frequencies range from 0.917 to 1.074 times the bare one. An isolated pair 3 Å apart would give \(\sqrt{1-4/27}=0.923\) for its lowest mode.

## Convergence of the ground state

The same matrices control simple density mixing. At zero frequency, \(x_a=-2v_a/\omega_a\). A density error described by \(x\) therefore returns after one iteration as \(-4D^{-1}(K+K_{\rm env})x\). Let \(s\) be the largest eigenvalue of \(4D^{-1/2}(K+K_{\rm env})D^{-1/2}\). If a fraction \(\beta\) of the new density is mixed in, the corresponding error is multiplied by \(1-\beta(1+s)\), whose magnitude is below one only for

\[
\beta<\frac{2}{1+s}.
\]

Here \(s=3.41\), so the limit is 0.45: mixing in half of the new density is unstable, and the calculation used 0.1.

## Numerical check

The numerical check compares the kernel with induction energies built from point charges. It compares the roots of (3) and (5) with the frequencies of the linearized time-dependent Kohn–Sham equations, coupled to instantaneous and to moving sites respectively.

## Table of computed values

```
line length 10.0 A, softening 1.0 A
core positions (A): [-1.5  1.5]
site polarizability volume 2.00 A^3
site 1 position (A): -1.50 3.00 0.00
site 2 position (A): 1.50 3.00 0.00
site 3 position (A): 0.00 -3.00 1.00
site 4 position (A): 3.00 -3.00 1.00
grid points 39, transitions 38, site modes 12
density feedback s 3.410, mixing limit 2/(1+s) 0.454, used 0.10
dressed/bare site frequency: 0.9172 to 1.0736
largest ground-state site dipole component 0.0151 e A
Lowest singlet excitation (eV)
  vacuum                              3.1131
  polarized orbitals, no site kernel  3.1170
  kernel, sites independent (T=0)     3.0145
  kernel, mutually induced dipoles    3.0089
  the last one in hartree             0.110574
  shift by full kernel        -0.1081
  change from 39 to 59 grid points    2.2e-07
First orbital transition
  orbital gap 1.4609 eV
  transition moment of x 1.5102 A
  K_Hx 1.3483 eV
  K_env, T=0 -0.11144 eV
  K_env, full -0.11723 eV
  one-transition excitation, no site kernel 3.1643 eV
  one-transition excitation, full kernel 3.0542 eV
Transition field g (V/A) and dipole A^-1 g (e A), x y z
  site 1 g    0.27132   0.41240   0.00000
  site 1 mu   0.04341   0.06159   0.00007
  site 2 g    0.27112  -0.41253   0.00000
  site 2 mu   0.04335  -0.06088  -0.00011
  site 3 g    0.42026   0.00013  -0.00004
  site 3 mu   0.05807  -0.00354   0.00119
  site 4 g   -0.01260   0.35267  -0.11756
  site 4 mu   0.00651   0.04810  -0.01619
Kernel between two electrons on the line
  positions -1.75 and 1.25 A
  from the formula        -0.376900 eV
  from induction energies -0.376900 eV
Sites with inertia, energies in eV; err = static - exact root
  bare  lowest mode  exact root      err  err estimate  site weight
     6       5.5030     2.96970  0.03917       0.02944     0.034804
    10       9.1717     2.99721  0.01166       0.01060     0.008554
    20      18.3434     3.00616  0.00271       0.00265     0.001846
    40      36.6868     3.00820  0.00067       0.00066     0.000446
    80      73.3737     3.00871  0.00017       0.00017     0.000110
root of eliminated problem, 20 eV sites: 3.006159 eV
root of equations of motion, 20 eV sites: 3.006159 eV
```
